# What the slope of a stress-thickness curve measures

A thin stressed film bends the wafer it is grown on. If the film is much thinner than the wafer, all its layers pull at practically the same distance from the wafer's midplane, so the film acts only through its total force per unit width, $F$. The other quantities available are the wafer thickness $h_s$ and its elastic modulus $M_s$. From these and the curvature $\kappa$, two dimensionless groups can be formed, $\kappa h_s$ and $F/(M_s h_s)$, so one must be a function of the other. Without a film force there is no bending, and for small forces the function is linear:

$$\kappa = C\,\frac{F}{M_s h_s^2}.$$

Curvature therefore reports a force per width. To become a stress, that force must be combined with a thickness, and two combinations matter here: $F/h$ and $dF/dh$, where $h$ is the film thickness. Both have the dimensions of stress. Dimensional analysis cannot say which stress each one is.

## The belief and its appeal

During atomic layer deposition, the curvature is recorded as the film grows, converted to $F$, and plotted against $h$. The belief is that the slope of this plot is the film's average stress.

For a uniform film whose stress $\sigma_0$ never changes, this is true. Then $F=\sigma_0 h$, the plot is a straight line through the origin, and $F/h=dF/dh=\sigma_0$. The belief extends this case to every plot with a reasonably straight stretch.

A more careful version says that the slope is the stress of the material just added. That is better, but it needs a condition on the material already there.

## From curvature to force

Take tension as positive, and let positive curvature be that produced by a tensile film. The stress is the same in both in-plane directions, so stress and strain in the wafer are related by the biaxial modulus $M_s=E/(1-\nu)$, with $E$ Young's modulus and $\nu$ Poisson's ratio.

Let $y$ be the distance from the wafer's midplane towards the film. A bent plate has strain $\varepsilon_0+ky$. With the film at $y\simeq h_s/2$, and no external load, the total force and total moment vanish:

$$M_s h_s\varepsilon_0+F=0,\qquad \frac{M_s h_s^3}{12}\,k+\frac{h_s}{2}F=0.$$

The factor $h_s^3/12$ is the integral of $y^2$ across the wafer. The second equation gives $k=-6F/(M_sh_s^2)$. The film side is shortened by a tensile film, so $\kappa=-k$, and

$$\kappa=\frac{6F}{M_sh_s^2}.$$

This is Stoney's relation, and $C=6$. The force is the sum over the layers,

$$F(t)=\int_0^{h(t)}\sigma(z,t)\,dz,$$

where $z$ is height above the wafer surface. This is the stress-thickness.

## Two different stresses

The average stress is, by definition, $\bar\sigma=F/h$. On the plot it is the slope of the chord from the origin. Differentiating $F=\bar\sigma h$ by the product rule gives

$$\frac{dF}{dh}=\bar\sigma+h\,\frac{d\bar\sigma}{dh}.$$

At finite thickness the tangent equals the average only where the average is stationary in thickness; the two also meet as $h\to0$, where the second term vanishes.

To see what the tangent does measure, follow the film for a short time $dt$, in which it grows by $dh=r\,dt$ with growth rate $r>0$. The force changes in two ways. The existing layers may change their stress, and a new layer is added:

$$dF=dt\int_0^h\frac{\partial\sigma}{\partial t}\,dz+\sigma(h,t)\,dh.$$

The stress change within the new layer during $dt$ is of second order and drops out. Dividing by $dh=r\,dt$,

$$\frac{dF}{dh}=\sigma(h,t)+\frac1r\int_0^h\frac{\partial\sigma}{\partial t}\,dz.$$

The first term is the stress of new material. The second is the stress change of everything below it. Even a slow change can matter, because it is summed over the whole film while the new layer is thin.

The slope is thus the new material's stress if, and only if, the integral vanishes. Unchanged layers are the ordinary way to satisfy this, but changes that cancel through the depth also do. As a constructed example, let

$$\sigma=\sigma_0+c\left[z(h-z)-\tfrac14(h^2-z^2)\right].$$

At $z=h$ the bracket vanishes, so new material always arrives at $\sigma_0$. As the film thickens, a fixed layer changes at the rate $\partial\sigma/\partial h=c(z-h/2)$, whose integral from $0$ to $h$ is $c(h^2/2-h^2/2)=0$. With $\sigma_0=300$ MPa and $c=0.04$ MPa/nm², the bottom stress, $\sigma_0-ch^2/4$, falls from 275 MPa at $h=50$ nm to 200 MPa at 100 nm. The slope remains 300 MPa.

## Frozen layers: even the sign can differ

Suppose that layers keep the stress with which they were deposited. A film has 40 nm at $+400$ MPa, covered by 20 nm at $-200$ MPa. Since 1000 MPa nm equals 1 N/m,

$$F=40(400)+20(-200)=12\,000\ \text{MPa nm}=12.0\ \text{N/m}.$$

The average is $12\,000/60=+200$ MPa. The slope at the end is $-200$ MPa. Reading the slope as the average would declare a tensile film compressive. Here the slope does give the stress of the new material, because nothing below it changes.

## Ageing layers: the slope reads the bottom

Now let each layer change after deposition, for instance by slow densification, in such a way that its stress depends only on its age: $\sigma=s(\text{age})$. At constant $r$, the layer at height $z$ has age $(h-z)/r$. Substituting $u=h-z$,

$$F=\int_0^h s\!\left(\frac{h-z}{r}\right)dz=\int_0^h s\!\left(\frac ur\right)du,
\qquad \frac{dF}{dh}=s\!\left(\frac hr\right).$$

The age $h/r$ belongs to the oldest layer. In this model the slope is the stress at the bottom of the film, although the film grows at the top. The reason is visible in the integral: after growth by $dh$, the distribution of ages is the same as before, except that it extends to slightly greater age.

For a specific law take

$$s=\sigma_n+\Delta\sigma\left(1-e^{-\text{age}/\tau}\right),\qquad L=r\tau.$$

Here $\sigma_n$ is the fresh stress, $\Delta\sigma$ its eventual rise, and $L$ the thickness grown in one ageing time $\tau$. Since $\int_0^h e^{-u/L}du=L(1-e^{-h/L})$,

$$F=\sigma_n h+\Delta\sigma\left[h-L(1-e^{-h/L})\right],$$

$$\frac{dF}{dh}=\sigma_n+\Delta\sigma(1-e^{-h/L}).$$

If $h\ll L$, growth outruns ageing, and slope and average both tend to $\sigma_n$. If $h\gg L$, the exponential is negligible and

$$F\simeq(\sigma_n+\Delta\sigma)h-\Delta\sigma L.$$

This is a straight line, but it misses the origin. Its slope is the fully aged stress, its average is lower by $\Delta\sigma L/h$, and new material still arrives at $\sigma_n$. A straight stretch is therefore no proof that the film is uniform.

## A 100 nm alumina film

Consider amorphous alumina grown at 0.1 nm per cycle and $r=1$ nm/min on a 200 µm Si(100) wafer with $M_s=180$ GPa. Choose $\sigma_n=250$ MPa, $\Delta\sigma=150$ MPa and $\tau=20$ min, so that $L=20$ nm. At 100 nm, $e^{-h/L}=e^{-5}=0.0067$, and

$$F=250(100)+150[100-20(0.9933)]\simeq37\,020\ \text{MPa nm}=37.02\ \text{N/m}.$$

The average is 370 MPa, the slope is $250+150(0.9933)=399$ MPa, and the fresh stress is 250 MPa. The slope is 29 MPa above the average, and 149 MPa above the stress of new material. The second misreading is the larger here.

The same film was also followed cycle by cycle from force and moment balance, without using Stoney's relation to find the bending. Each layer was laid on the already bent wafer and then felt all later bending; the film's biaxial modulus was $M_f=220$ GPa. The curvature at 100 nm was 0.0308 m⁻¹, a radius of 32.4 m. Converted by Stoney's relation, it gave

- at 10 nm: average 282 MPa, slope 309 MPa;
- at 50 nm: average 345 MPa, slope 387 MPa;
- at 100 nm: average 370 MPa, slope 398 MPa.

At 100 nm the oldest layer stood at 398 MPa and the newest at 250 MPa. The slope agrees with the former.

The force inferred from curvature was 0.081% below the closed formula. On a wafer ten times thicker the deficit was 0.0081%, as expected of an error proportional to film thickness over wafer thickness. It is the net result of two opposing effects. The layers lie slightly farther from the midplane than $h_s/2$, which bends the wafer a little more. The wafer's shortening and bending during growth and ageing also strain the existing layers and so lower the film force itself, and this effect is the larger. From the balance equations, the wafer surface strain is

$$\varepsilon_0+\frac{kh_s}{2}=-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-\frac{4F}{M_sh_s},$$

and multiplying by $M_f$ gives about $-0.9$ MPa for the first layer. The wafer's shortening and bending thus prevent the layers from being perfectly frozen, but the effect is small here.

## The growth curve cannot settle the matter

Imagine a second film whose layers never change, but whose deposited stress is graded as $\sigma(z)=s(z/r)$. Its force is $\int_0^h s(z/r)\,dz$, the same integral as for the ageing film. The two growth curves coincide in the thin-film limit. In the cycle-by-cycle calculation, both films gave 36.99 N/m and a slope of 398 MPa at 100 nm. Yet the newest layer was at 399 MPa in the frozen film and 250 MPa in the ageing one.

A pause in growth separates them. With $h$ fixed, the only source of change is the integral in the slope law. The frozen film holds $F$ constant. In the ageing film, a layer of age $u/r$ gains $\Delta\sigma e^{-u/L}(1-e^{-t_p/\tau})$ during a pause $t_p$. Integrating over $u$,

$$\Delta F=\Delta\sigma L(1-e^{-h/L})(1-e^{-t_p/\tau}).$$

For 60 min this is $150(20)(0.9933)(0.9502)\simeq2830$ MPa nm, or 2.83 N/m. The corresponding curvature change is 0.0024 m⁻¹, well above a rough reading noise of $10^{-4}$ m⁻¹.

The pause also yields the fresh stress. Just before the stop, $\dot F=r\sigma_n+I$, where $I=\int_0^h(\partial\sigma/\partial t)\,dz$. Just after it, $\dot F=I$, provided that stopping growth does not itself alter the ageing rate. Hence

$$\sigma_n=\frac{\dot F_{\text{before}}-\dot F_{\text{after}}}{r}.$$

The calculated curves give $398.4-148.7\simeq250$ MPa, as they should. Cancelling changes do no harm, since only their integral enters. If ageing is driven by the precursor pulses and stops with them, however, the method fails: the film looks frozen during the pause although it was changing during growth.

Real readings require a finite window. Straight lines fitted to 5 min on each side of the stop return 267 MPa, which is 17 MPa too high. The line after the stop measures the ageing rate near the middle of its window, where it has already fallen to $e^{-2.5/20}=0.88$ of its initial value; the term 149 MPa becomes about 131 MPa, and too little is subtracted. Independent noise of $10^{-4}$ m⁻¹ per reading, equivalent to 0.12 N/m, adds a standard error of 17 MPa with 50 readings per line. A longer window lowers the noise but raises the bias.

## Beside a real deposition

Thermal deposition of alumina from trimethylaluminium and water, near 473 K, typically grows about 0.1 nm per cycle, with tensile stress of a few hundred MPa. The model's averages lie in that range, although they refer to the growth temperature, while reported values are usually measured after cooling and include thermal stress. Its ageing amplitude and time are chosen for illustration and are not measured properties of alumina. The 200 µm wafer is thinner than usual, which helps: at fixed curvature noise, the force noise grows as $h_s^2$.

The model has a film on one face only. Atomic layer deposition also coats an exposed back face, and the curvature then measures the difference between the two forces; equal films produce no bending at all. The back face must therefore be shielded from growth for the readings described here.

The model also assumes constant temperature. Suppose the film expands more than silicon by roughly $3\times10^{-6}$ K⁻¹. Warming by 1 K then changes every layer by $-220\,000(3\times10^{-6})=-0.66$ MPa. If this happens while a 100 nm film grows by 5 nm, the slope shifts by $-0.66(100/5)=-13$ MPa. Cooling by 180 K after growth adds about 119 MPa throughout, so the average at room temperature would be near 490 MPa if nothing relaxed. This mismatch is a generous illustration: silicon averages about $3.1\times10^{-6}$ K⁻¹ over this range, and a film coefficient near $4.2\times10^{-6}$ K⁻¹, as has been reported for such alumina, would add only about 44 MPa.

Surface stress affects the average instead. A constant offset of 0.5 N/m, a rough size, leaves the slope untouched but shifts $F/h$ by 100 MPa at 5 nm and by 5 MPa at 100 nm. Against such an offset the chord is therefore the less secure reading for very thin films, even though it is the one that defines the average. The bare wafer's own curvature is a larger offset and must be subtracted first: for a 200 µm wafer of 25 mm radius supported at its edge, the sag under its own weight is about 0.005 m⁻¹, equivalent to some 6 N/m.

Two other effects remain. A heat flux $q$ through a wafer of conductivity $k_T$ and expansion coefficient $\alpha$ makes a temperature difference $qh_s/k_T$ and hence a curvature $\alpha q/k_T$. For a rough 1000 W/m², with $\alpha\approx3\times10^{-6}$ K⁻¹ and $k_T\approx100$ W/(m K), this is $3\times10^{-5}$ m⁻¹, equivalent to 0.036 N/m. A steady flux is only an offset, but a change of this size within 5 nm of growth shifts the slope by about 7 MPa, and averaging over readings does not remove it. The bow of a wafer of radius $R=25$ mm is $\kappa R^2/2=9.6$ µm. Stretching of the midplane corrects the linear plate theory by a relative amount smaller than (bow/wafer thickness)², which is about 0.2% here. The correction grows roughly as $R^4$: at the same thickness it reduces the central curvature by about 1.5% for $R=50$ mm and about 7% for $R=75$ mm.

The full set of values is in the numerical output below. For a plot of $F$ against $h$ from a film on one face of the wafer, the chord from the origin gives the average stress once offsets are removed. The tangent gives the stress of new material when the integrated change below it is zero, and the initial rate of change of $F$ in a pause can test that condition at the thickness reached, if the temperature is steady and the changes continue unaltered through the stop.

## Values computed for the example and the checks

```
Biaxial moduli wafer, film: 180, 220 GPa
Wafer thickness: 200 um
Growth per cycle: 0.1 nm; growth rate: 1.0 nm/min
Fresh stress, later rise: 250, 150 MPa
Ageing time: 20 min; ageing length: 20 nm
Ageing film, virtual wafer (F by Stoney):
 h=10 nm: F=2.819 N/m, average=281.9 MPa, slope=309.0 MPa
 h=20 nm: F=6.103 N/m, average=305.1 MPa, slope=344.7 MPa
 h=50 nm: F=17.239 N/m, average=344.8 MPa, slope=387.4 MPa
 h=100 nm: F=36.990 N/m, average=369.9 MPa, slope=398.4 MPa
F at 100 nm from closed formula: 37.020 N/m
Average at 100 nm from closed formula: 370.2 MPa
Slope at 100 nm from formula: 399.0 MPa
Curvature at 100 nm: 0.03083 1/m
Radius of curvature at 100 nm: 32.4 m
Ageing film, oldest layer at 100 nm: 398.1 MPa
Ageing film, newest layer at 100 nm: 250.4 MPa
Frozen twin, oldest layer: 249.5 MPa
Frozen twin, newest layer: 399.0 MPa
Frozen twin, F at 100 nm: 36.992 N/m
Frozen twin, slope at 100 nm: 398.4 MPa
Pause length: 60 min
F gained in pause, ageing film: 2.827 N/m
F gained in pause, formula: 2.831 N/m
F gained in pause, frozen twin: 0.000 N/m
Curvature gained in pause: 0.00236 1/m
Initial pause rate of F / growth rate: 148.7 MPa
Fresh stress recovered, initial rates: 249.6 MPa
Fresh stress recovered, 5 min line fits: 267.1 MPa
Curvature noise per reading (rough): 1.0e-04 1/m
Same noise as F: 0.120 N/m
Noise of the fitted fresh stress: 16.6 MPa
Two frozen layers, 40 nm at +400 MPa under 20 nm at -200 MPa:
 F=11.998 N/m, average=200.0 MPa, slope=-199.8 MPa
Cancelling changes, new material at 300 MPa:
 bottom stress at h=50, 100 nm: 275, 200 MPa; slope at 100 nm: 300.0 MPa
Stoney error in F at 100 nm: -0.081 %
Same error on a 10 times thicker wafer: -0.0081 %
Bending feedback on first layer: -0.90 MPa
Expansion mismatch film minus wafer (rough): 3e-06 1/K
Stress change for 1 K warming: -0.66 MPa
Slope error if that occurs in 5 nm of growth: -13.2 MPa
Stress added on cooling by 180 K: 119 MPa
Heat flux through wafer (rough): 1000 W/m2
Curvature from that heat flux: 3.0e-05 1/m
Surface stress offset (rough): 0.5 N/m
Its error in average at 5, 100 nm: 100, 5 MPa
Bow over 25 mm radius: 9.6 um
(Bow/wafer thickness)^2: 0.0023
```
